# The average of the Breit-level recoil operator in Dirac–Coulomb bound states, part 1

(Sections cited here and not found follow in the second part.)

## 1. The ground state

Consider one electron of mass $m$ in the ground state of the field of a point nucleus of charge number $Z$ and mass $M\gg m$. We use relativistic units, $\hbar=c=1$, because the result contains $m$ and the fine-structure constant $\alpha$ explicitly; the charge $e$ is Gaussian, $e^2=\alpha$. With $a=Z\alpha$, $\mathbf n=\mathbf r/r$ and $\mathbf p=-i\nabla$, the Hamiltonian for a fixed nucleus is

$$H=\boldsymbol\alpha\cdot\mathbf p+\beta m+V,\qquad V=-\frac{a}{r},\qquad \boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\quad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.\tag{1}$$

The energy $E$ includes the rest mass. The recoil operator $H_M$, whose origin is described in Section 2, is

$$2MH_M=\mathbf p^2-\frac ar\left[\boldsymbol\alpha+\alpha_r\mathbf n\right]\cdot\mathbf p=\mathbf p^2+V\,\boldsymbol\alpha\cdot\mathbf p+V\alpha_r\,(\mathbf n\cdot\mathbf p),\tag{2}$$

where $\alpha_r=\boldsymbol\alpha\cdot\mathbf n$ and $\mathbf n\cdot\mathbf p=-i\partial_r$. We also write $\sigma_r=\boldsymbol\sigma\cdot\mathbf n$, with $\sigma_r^2=1$.

Try a spinor whose two halves share one radial function,

$$\psi=f(r)\begin{pmatrix}\chi\\ i\eta\,\sigma_r\chi\end{pmatrix},\qquad f=C\,r^{\gamma-1}e^{-\lambda r},\tag{3}$$

with a constant unit two-spinor $\chi$ and real constants $\eta,\gamma,\lambda,C$. Two derivatives are needed. The first is $\boldsymbol\sigma\cdot\mathbf p\,f\chi=-if'\sigma_r\chi$. The second is $\boldsymbol\sigma\cdot\mathbf p\,(f\sigma_r\chi)=-i(f'+2f/r)\chi$, because $\partial_in_j=(\delta_{ij}-n_in_j)/r$ is symmetric with trace $2/r$, so that $\sigma_i\sigma_j\partial_in_j=2/r$. The upper and lower halves of $H\psi=E\psi$ become

$$\eta\left(\frac{f'}{f}+\frac2r\right)=E-m+\frac ar,\qquad -\frac{f'}{f}=\eta\left(E+m+\frac ar\right).$$

Insert $f'/f=(\gamma-1)/r-\lambda$ and match the $1/r$ terms and the constants:

$$\eta(1+\gamma)=a,\qquad \eta a=1-\gamma,\qquad \eta\lambda=m-E,\qquad \lambda=\eta(m+E).$$

Eliminating $\eta$ from the first pair gives $\gamma^2=1-a^2$, and the same pair gives $\eta^2=(1-\gamma)/(1+\gamma)$. The second pair gives $\eta^2=(m-E)/(m+E)$ and $\lambda^2=m^2-E^2$. The two values of $\eta^2$ agree only for $E=m\gamma$. With the positive root for $\gamma$,

$$\gamma=\sqrt{1-a^2},\qquad E=m\gamma,\qquad \lambda=ma,\qquad m^2-E^2=m^2a^2.\tag{4}$$

Three local quantities follow from (3): $\psi^\dagger\psi=(1+\eta^2)f^2$; $\psi^\dagger\beta\psi=(1-\eta^2)f^2=\gamma\,\psi^\dagger\psi$; and $\psi^\dagger\alpha_r\psi=i\eta f^2-i\eta f^2=0$. The radial probability density is proportional to $r^{2\gamma}e^{-2\lambda r}$, and $\int_0^\infty r^se^{-2\lambda r}dr=\Gamma(s+1)/(2\lambda)^{s+1}$ for $s>-1$ gives

$$\langle V^2\rangle=a^2(2\lambda)^2\frac{\Gamma(2\gamma-1)}{\Gamma(2\gamma+1)}=\frac{2m^2a^4}{\gamma(2\gamma-1)},\qquad \gamma>\tfrac12.\tag{5}$$

Now take the three terms of (2) in turn. The third vanishes point by point, since $\partial_r\psi=(f'/f)\psi$ and $\psi^\dagger\alpha_r\psi=0$. In the second, the Dirac equation gives $\boldsymbol\alpha\cdot\mathbf p\,\psi=(E-V-\beta m)\psi$, and $\beta$ acts in averages as the number $\gamma=E/m$:

$$\langle V\boldsymbol\alpha\cdot\mathbf p\rangle=E\langle V\rangle-\langle V^2\rangle-m\gamma\langle V\rangle=-\langle V^2\rangle.\tag{6}$$

In the first, $\mathbf p^2=(\boldsymbol\alpha\cdot\mathbf p)^2$ because $\alpha_i\alpha_j+\alpha_j\alpha_i=2\delta_{ij}$. Moving one factor $\boldsymbol\alpha\cdot\mathbf p$ to the left by parts produces a surface term on a small sphere of radius $\epsilon$, proportional to $\epsilon^2\,\psi^\dagger\alpha_r(E-V-\beta m)\psi$. Its $E-V$ part is zero and its $\beta m$ part is of order $\epsilon^2f^2\sim\epsilon^{2\gamma}$, so it vanishes as $\epsilon\to0$. Hence

$$\langle\mathbf p^2\rangle=\langle(E-V-\beta m)^2\rangle=E^2+m^2-2mE\gamma-2(E-m\gamma)\langle V\rangle+\langle V^2\rangle=m^2a^2+\langle V^2\rangle,\tag{7}$$

where $E=m\gamma$ removes the $\langle V\rangle$ term and leaves $m^2(1-\gamma^2)$. Adding the three terms,

$$2M\langle H_M\rangle_{1s}=m^2a^2+\langle V^2\rangle-\langle V^2\rangle+0=m^2-E^2.\tag{8}$$

The quantity $\langle V^2\rangle$ has a pole at $\gamma=\frac12$, and it cancels between the kinetic and transverse terms. In a general state the two halves of the spinor are not proportional, the third term of (2) does not vanish and $\beta$ is not a number, but the final form of (8), $2M\langle H_M\rangle=m^2-E^2$, survives.

## 2. The operator and the statement

In the frame where the total momentum is zero the nucleus has momentum $-\mathbf p$, kinetic energy $\mathbf p^2/2M$ and velocity $\mathbf v=-\mathbf p/M$. A slowly moving charge $Ze$ produces, when retardation is neglected, the vector potential $Ze\,\mathbf v/r$. Adding the gradient of $-Ze\,(\mathbf v\cdot\mathbf r)/2r$, which equals $-Ze[\mathbf v-\mathbf n(\mathbf n\cdot\mathbf v)]/2r$, gives

$$\mathbf A=\frac{Ze}{2r}\left[\mathbf v+\mathbf n(\mathbf n\cdot\mathbf v)\right],\tag{9}$$

which is divergence-free by (10) below and is therefore the Coulomb-gauge potential that accompanies the static $V$. The electron, of charge $-e$, couples through $+e\,\boldsymbol\alpha\cdot\mathbf A$. With $\mathbf v=-\mathbf p/M$ this is $-(a/2Mr)[\boldsymbol\alpha+\alpha_r\mathbf n]\cdot\mathbf p$, the transverse term of (2). This argument fixes the sign and the factor, but it is semiclassical and is not a derivation from QED. From here on (2) is the definition of $H_M$. It is the Breit-level part of the recoil at first order in $m/M$; the full QED recoil at that order contains further terms, which are neither derived nor included here.

The order of factors in the transverse term does not matter. With $T_{ij}=(\delta_{ij}+n_in_j)/r=\delta_{ij}/r+x_ix_j/r^3$,

$$\partial_jT_{ij}=-\frac{x_i}{r^3}+\frac{x_i+3x_i}{r^3}-\frac{3x_i\,r^2}{r^5}=0\qquad(r>0).\tag{10}$$

The adjoint of $\alpha_iT_{ij}p_j$ is $p_jT_{ij}\alpha_i=\alpha_iT_{ij}p_j-i\alpha_i\partial_jT_{ij}$, equal to the operator itself by (10). The surface term dropped in forming the adjoint between states that behave as $r^{\gamma_1-1}$ and $r^{\gamma_2-1}$ is at most of order $\epsilon^2\epsilon^{-1}\epsilon^{\gamma_1+\gamma_2-2}$, so $\gamma_1+\gamma_2>1$ is sufficient for it to vanish.

The statement to be proved is the following. Let $\psi$ be a normalized bound eigenstate of (1) with energy $E$, built from radial functions that behave as $r^{+\gamma}$ at the origin, with $\gamma=\sqrt{\kappa^2-a^2}>0$ and $\kappa$ defined in Section 3. Then

$$\langle H_M\rangle\equiv\int_0^\infty dr\,r^2\!\int d\Omega\;\psi^\dagger\,(H_M\psi)=\frac{m^2-E^2}{2M}.\tag{11}$$

The state $\psi$ may be any such energy eigenstate, including any superposition within a degenerate level. The order of operations in (11), with the three terms added before the radial integral, matters only for $\gamma\le\frac12$ (Section 6). For $\gamma>\frac12$, where each term of (2) has a finite average, (11) is the formal first-order level shift due to $H_M$. It is only the first term in $m/M$, because $H_M$ is more singular than $H$ and cannot be iterated. For $1s$, $H_M\psi$ starts as $r^{\gamma-3}$, so by power counting the second-order term diverges at small $r$ for $\gamma<1$. Also, the lower free branch $-\sqrt{p^2+m^2}+p^2/2M$ of $H+H_M$ reaches the bound energies at $p\approx2M$. The operator (2) is therefore to be used at first order only. In Hartree atomic units, with $M$ in electron masses, the right side reads $(c^4-E^2)/2Mc^2$.

## 3. Radial equations

Let $\Omega_\kappa$ be the orthonormal two-component eigenfunctions of $\mathbf L^2$, $\mathbf J^2$ and $J_z$, where $\mathbf J=\mathbf L+\boldsymbol\sigma/2$; the label $m_j$ is suppressed. Define $\kappa=-(l+1)$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$, so that $|\kappa|=j+\frac12\ge1$. Squaring $\mathbf J$ gives $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\frac34$, which is $l$ in the first case and $-(l+1)$ in the second. In both cases

$$\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa,\qquad \mathbf L^2\Omega_\kappa=\kappa(\kappa+1)\Omega_\kappa.\tag{12}$$

The operator $\sigma_r$ commutes with $\mathbf J$, reverses parity and squares to one. It therefore maps $\Omega_\kappa$ onto the only function with the same $j,m_j$ and opposite parity, $\Omega_{-\kappa}$, times a phase. We fix the relative phase of the pair by

$$\sigma_r\Omega_\kappa=-\Omega_{-\kappa},\tag{13}$$

and applying $\sigma_r$ again shows that (13) holds for both signs of $\kappa$. The identity $(\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\mathbf B)=\mathbf A\cdot\mathbf B+i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf B)$ gives $\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=\mathbf n\cdot\mathbf p+i\boldsymbol\sigma\cdot\mathbf L/r$. Multiplying from the left by $\sigma_r$,

$$\boldsymbol\sigma\cdot\mathbf p=\sigma_r\left(-i\partial_r+\frac{i\,\boldsymbol\sigma\cdot\mathbf L}{r}\right).\tag{14}$$

Write

$$\psi=\frac1r\begin{pmatrix}G\,\Omega_\kappa\\ iF\,\Omega_{-\kappa}\end{pmatrix},\qquad \rho=G^2+F^2,\qquad b=G^2-F^2,\qquad\int_0^\infty\rho\,dr=1,\tag{15}$$

with real $G(r)$, $F(r)$. For any operator $O$, call $r^2\int d\Omega\,\psi^\dagger O\psi$ its radial density; $\rho$ and $b$ are the densities of $1$ and $\beta$. Since $\partial_r(G/r)=(G'-G/r)/r$, equations (12)–(14) give

$$\boldsymbol\sigma\cdot\mathbf p\,\frac{G}{r}\Omega_\kappa=\sigma_r\frac{-i}{r}\left[G'-\frac Gr+\frac{(\kappa+1)G}{r}\right]\Omega_\kappa=\frac ir\left(G'+\frac{\kappa G}{r}\right)\Omega_{-\kappa},\tag{16}$$

and the same formula with $\kappa\to-\kappa$, $G\to iF$ gives

$$\boldsymbol\sigma\cdot\mathbf p\,\frac{iF}{r}\Omega_{-\kappa}=\frac1r\left(-F'+\frac{\kappa F}{r}\right)\Omega_\kappa.\tag{17}$$

The lower half of $\boldsymbol\alpha\cdot\mathbf p\,\psi=(E-V-\beta m)\psi$ uses (16) and the upper half uses (17). With $P=E-V+m$ and $Q=E-V-m$,

$$G'+\frac{\kappa G}{r}=PF,\qquad -F'+\frac{\kappa F}{r}=QG.\tag{18}$$

The state (3) is the case $\kappa=-1$, $F=-\eta G$.

Near the origin put $G\simeq g_0r^\gamma$, $F\simeq f_0r^\gamma$. The $r^{\gamma-1}$ terms of (18) give

$$(\gamma+\kappa)g_0=af_0,\qquad(\gamma-\kappa)f_0=-ag_0,\tag{19}$$

and a nonzero solution needs $\gamma^2=\kappa^2-a^2$. A real positive $\gamma$ requires $a<|\kappa|$; for $a\ge|\kappa|$ the theorem does not apply. The solution $r^{-\gamma}$ is not normalizable for $\gamma\ge\frac12$. For $\gamma<\frac12$ it is normalizable, and it is excluded by assumption, which amounts to requiring a finite $\langle V\rangle$, since $r^{-2\gamma-1}$ is not integrable at zero. The retained solution has the series $G=r^\gamma(g_0+g_1r+\dots)$, $F=r^\gamma(f_0+f_1r+\dots)$, constructed in Section 8, and a bound state decays as $e^{-\lambda r}$ times a power, with $\lambda=\sqrt{m^2-E^2}$.

## 4. The three radial densities

For the second term of (2), the upper half of $\boldsymbol\alpha\cdot\mathbf p\,\psi$ is (17), to be multiplied by $G$, and the lower half is (16), to be multiplied by $(iF)^*=-iF$. The density of $\boldsymbol\alpha\cdot\mathbf p$ is

$$G\left(-F'+\frac{\kappa F}r\right)+F\left(G'+\frac{\kappa G}r\right)=W+\frac{2\kappa FG}{r},\qquad W\equiv FG'-GF'.\tag{20}$$

By (18) the left side also equals $QG^2+PF^2$, so

$$W+\frac{2\kappa FG}{r}=QG^2+PF^2=(E-V)\rho-mb.\tag{21}$$

For the third term, $-i\partial_r\psi$ has upper half $-i(G'-G/r)\Omega_\kappa/r$ and lower half $(F'-F/r)\Omega_{-\kappa}/r$. The matrix $\alpha_r$ exchanges the halves and applies (13), giving upper half $-(F'-F/r)\Omega_\kappa/r$ and lower half $i(G'-G/r)\Omega_{-\kappa}/r$. The density of $\alpha_r\,\mathbf n\cdot\mathbf p$ is

$$-G\left(F'-\frac Fr\right)+F\left(G'-\frac Gr\right)=W.\tag{22}$$

For the first term, $\mathbf p^2=-r^{-1}\partial_r^2\,r+\mathbf L^2/r^2$, and (12) gives the density

$$d_{p^2}=G\left[-G''+\frac{\kappa(\kappa+1)G}{r^2}\right]+F\left[-F''+\frac{\kappa(\kappa-1)F}{r^2}\right].\tag{23}$$

Both brackets factorize. Multiplying out,

$$\left(-\partial_r+\frac\kappa r\right)\left(G'+\frac{\kappa G}r\right)=-G''-\frac{\kappa G'}r+\frac{\kappa G}{r^2}+\frac{\kappa G'}r+\frac{\kappa^2G}{r^2},$$

$$\left(\partial_r+\frac\kappa r\right)\left(-F'+\frac{\kappa F}r\right)=-F''+\frac{\kappa F'}r-\frac{\kappa F}{r^2}-\frac{\kappa F'}r+\frac{\kappa^2F}{r^2},$$

which are the first and second brackets. By (18) they equal $-(PF)'+\kappa PF/r$ and $(QG)'+\kappa QG/r$. The product rule moves the derivative onto the prefactor, and (18) is used once more:

$$G\left[-(PF)'+\frac{\kappa PF}r\right]=-(PFG)'+PF\left(G'+\frac{\kappa G}r\right)=-(PFG)'+P^2F^2,$$

$$F\left[(QG)'+\frac{\kappa QG}r\right]=(QFG)'+QG\left(-F'+\frac{\kappa F}r\right)=(QFG)'+Q^2G^2.$$

In the sum the total derivatives combine through $P-Q=2m$, so the singular potential drops out of them:

$$d_{p^2}=Q^2G^2+P^2F^2-2m(FG)'=\left[(E-V)^2+m^2\right]\rho-2m(E-V)b-2m(FG)'.\tag{24}$$

Let $D$ be the density of $2MH_M$. By (20) and (22) the two transverse terms contribute $V(2W+2\kappa FG/r)$, which by (21) is $2V[(E-V)\rho-mb]-2\kappa VFG/r$. Add (24). The coefficient of $\rho$ is $(E-V)^2+m^2+2V(E-V)=E^2+m^2-V^2$, the $EV$ terms having cancelled. The coefficient of $b$ is $-2m(E-V)-2mV=-2mE$. Therefore

$$D=(E^2+m^2)\rho-2mE\,b-V^2\rho-\frac{2\kappa VFG}{r}-2m(FG)'.\tag{25}$$

The cancellations needed the quantity (21) to appear twice, once from each transverse term. The form of $V$ has not yet been used.

Equation (25) gives the summed radial density of $2MH_M$ for any state of definite $\kappa$, and (8) confirms the result (11) for the ground state. It remains to show that for the Coulomb potential this density integrates to $m^2-E^2$, and to treat strong coupling, degenerate levels and a numerical example.
